# Why Graphene's Raman G Peak Grows When 2E_F Nears the Laser Energy: a numerical check

```python
"""Raman G peak of doped graphene: Pauli blocking and interference.

Result under test: the amplitude R is a coherent sum over vertical pairs of
pi-band states; doubly filled or doubly empty pairs are silent; pairs below
and above the photon energy interfere destructively, so |R|^2 peaks when
2*E_F lies near the laser energy.

Symbols (hbar = e = bond length = 1, energies in eV):
 f(k)   off-diagonal element of the 2x2 Hamiltonian, bands at -|f| and +|f|
 eta    scaled phonon displacement, hopping_j = t*(1 + eta.d_j)
 L,s,p  incoming photon, scattered photon, phonon; absorbed energies w sum to 0
 R      (R_yy - R_xx)/2 for eta along y, per unit area, spin included
 damp   damping, transition energy 2|f| -> 2|f| - i*damp
"""
import itertools
import numpy as np

HOP = 3.0
LASER, PHONON, DAMP = 1.6, 0.2, 0.05
SCATTERED = LASER - PHONON
MEAN = 0.5 * (LASER + SCATTERED)
S3 = np.sqrt(3.0)
BONDS = np.array([[0.0, 1.0], [S3 / 2, -0.5], [-S3 / 2, -0.5]])
CELL = 1.5 * S3
SPEED = 1.5 * HOP
X, Y = 0, 1


def bond_terms(kx, ky, eta=(0.0, 0.0)):
    return [HOP * (1 + eta[0] * d[0] + eta[1] * d[1])
            * np.exp(1j * (kx * d[0] + ky * d[1])) for d in BONDS]


def moment(terms, fields, phonons=()):
    """Derivative of f with respect to the listed k and eta components."""
    total = 0
    for term, d in zip(terms, BONDS):
        factor = 1.0 + 0j
        for i in fields:
            factor *= 1j * d[i]
        for i in phonons:
            factor *= d[i]
        total = total + factor * term
    return total


def vertices(terms, pol_in, pol_out, ph):
    return {"L": moment(terms, [pol_in]), "s": moment(terms, [pol_out]),
            "p": moment(terms, [], [ph]),
            "Ls": moment(terms, [pol_in, pol_out]),
            "Lp": moment(terms, [pol_in], [ph]),
            "sp": moment(terms, [pol_out], [ph]),
            "Lsp": moment(terms, [pol_in, pol_out], [ph])}


def pair_amplitude(f, vert, w, damp=0.0, start=1):
    """Third-order amplitude of one electron; start=+1 lower, -1 upper state."""
    size = np.abs(f)
    phase = np.conj(f) / size
    re = {name: np.real(o * phase) for name, o in vert.items()}
    im = {name: np.imag(o * phase) for name, o in vert.items()}
    gap = start * (2 * size - 1j * damp)
    first = {a: 1 / (w[a] - gap) for a in "Lsp"}
    last = {a: 1 / (-w[a] - gap) for a in "Lsp"}
    total = -start * re["Lsp"] + 0j
    for a, b, c in itertools.permutations("Lsp"):
        total = total + (2 * start * im[a] * re[b] * im[c]) * first[a] * last[c]
    for a, rest in (("L", "sp"), ("s", "Lp"), ("p", "Ls")):
        total = total + im[a] * im[rest] * (first[a] + last[a])
    return total


def e2g_density(kx, ky, w, damp):
    terms = bond_terms(kx, ky)
    f = sum(terms)
    yy = pair_amplitude(f, vertices(terms, Y, Y, Y), w, damp)
    xx = pair_amplitude(f, vertices(terms, X, X, Y), w, damp)
    return 0.5 * (yy - xx)


def zone_blocks(n):
    """Half of the Brillouin zone; the other half follows from k -> -k."""
    lattice = np.array([[S3 / 2, 1.5], [-S3 / 2, 1.5]])
    recip = 2 * np.pi * np.linalg.inv(lattice).T
    c2 = (np.arange(n) + 0.5) / n
    for rows in np.array_split(np.arange(n // 2), max(1, n // 60)):
        c1 = ((rows + 0.5) / n)[:, None]
        yield (c1 * recip[0, 0] + c2 * recip[1, 0],
               c1 * recip[0, 1] + c2 * recip[1, 1])


def zone_integral(w, damp, n=1200, cut=0.0):
    total = 0j
    for kx, ky in zone_blocks(n):
        if cut > 0:
            keep = np.abs(sum(bond_terms(kx, ky))) > cut
            kx, ky = kx[keep], ky[keep]
        total += np.sum(e2g_density(kx, ky, w, damp))
    return 2 * 2 * total / (n * n * CELL)


# ---- constant-energy contours around one Dirac point -----------------------
K_POINT = 4 * np.pi / (3 * S3)
ANGLES = 2 * np.pi * np.arange(72) / 72


def contour(energies):
    """k points with |f| = energy, and the measure (2 spins, 2 valleys) per dE."""
    energy = np.asarray(energies, float)[:, None]
    cos, sin = np.cos(ANGLES)[None, :], np.sin(ANGLES)[None, :]
    radius = energy / SPEED * np.ones_like(cos)
    for _ in range(12):
        terms = bond_terms(K_POINT + radius * cos, radius * sin)
        f = sum(terms)
        slope = np.real((moment(terms, [X]) * cos + moment(terms, [Y]) * sin)
                        * np.conj(f)) / np.abs(f)
        radius = radius - (np.abs(f) - energy) / slope
    assert np.max(np.abs(np.abs(f) - energy)) < 1e-10
    measure = 4 / (2 * np.pi) ** 2 * radius / slope * (2 * np.pi / len(ANGLES))
    return K_POINT + radius * cos, radius * sin, measure


STEP, PANELS, NODES = 0.01, 120, 5
FERMI = STEP * np.arange(PANELS + 1)
gx, gw = np.polynomial.legendre.leggauss(NODES)
node_e = (FERMI[:-1, None] + STEP * (gx + 1) / 2).ravel()
node_w = np.tile(gw * STEP / 2, PANELS)
PX, PY, PM = contour(node_e)


def panel_sums(values):
    return (np.sum(values * PM, axis=1) * node_w).reshape(PANELS, NODES).sum(1)


def doping_curve(w, damp):
    blocked = np.cumsum(panel_sums(e2g_density(PX, PY, w, damp)))
    return zone_integral(w, damp) - np.concatenate([[0], blocked])


def at(e_fermi):
    return int(round(e_fermi / STEP))


W = {"L": LASER, "s": -SCATTERED, "p": -PHONON}

# ---- test: amplitude against Floquet quasienergies of the driven pair ------
def floquet_derivative(kx, ky, pol_in, pol_out, ph, start, h=0.01, steps=6000):
    signs = np.array(list(itertools.product([1, -1], repeat=3)))
    period = 2 * np.pi / PHONON
    dt = period / steps
    time = (np.arange(steps) + 0.5)[:, None] * dt
    k = [kx + np.zeros((steps, 8)), ky + np.zeros((steps, 8))]
    k[pol_in] = k[pol_in] + h * signs[:, 0] * np.cos(LASER * time)
    k[pol_out] = k[pol_out] + h * signs[:, 1] * np.cos(SCATTERED * time)
    eta = [0.0, 0.0]
    eta[ph] = h * signs[:, 2] * np.cos(PHONON * time)
    f = sum(bond_terms(k[0], k[1], eta))
    size = np.abs(f)
    step = np.zeros((steps, 8, 2, 2), complex)
    step[..., 0, 0] = step[..., 1, 1] = np.cos(size * dt)
    step[..., 0, 1] = -1j * np.sin(size * dt) * f / size
    step[..., 1, 0] = -1j * np.sin(size * dt) * np.conj(f) / size
    prop = np.tile(np.eye(2, dtype=complex), (8, 1, 1))
    for one in step:
        prop = one @ prop
    reference = np.exp(1j * start * abs(sum(bond_terms(kx, ky))) * period)
    eig = np.linalg.eigvals(prop)
    pick = np.argmin(np.abs(eig - reference), axis=1)
    shift = -np.angle(eig[np.arange(8), pick] / reference) / period
    return np.sum(np.prod(signs, axis=1) * shift) / (8 * h ** 3)


floquet_error = 0.0
for pols in ((Y, Y, Y), (Y, X, X)):
    terms0 = bond_terms(2.0, 0.3)
    both = 0.0
    for start in (1, -1):
        formula = pair_amplitude(sum(terms0), vertices(terms0, *pols), W,
                                 0.0, start).real
        numeric = 4 * floquet_derivative(2.0, 0.3, *pols, start)
        floquet_error = max(floquet_error, abs(numeric / formula - 1))
        both += formula
    assert abs(both) < 1e-10 * abs(formula)
assert floquet_error < 5e-3

# ---- test: zero phonon energy equals derivative of the dynamic response ----
def response(kx, ky, eta_y, z):
    terms = bond_terms(kx, ky, (0.0, eta_y))

    def matrix(o):
        return np.array([[0, o], [np.conj(o), 0]])
    level, state = np.linalg.eigh(matrix(sum(terms)))
    gap = level[1] - level[0]
    out = []
    for i in (X, Y):
        v = state.conj().T @ matrix(moment(terms, [i])) @ state
        m = state.conj().T @ matrix(moment(terms, [i, i])) @ state
        out.append(abs(v[0, 1]) ** 2 * (1 / (z - gap) + 1 / (-z - gap)) + m[0, 0])
    return 0.5 * (out[1] - out[0])


z_test = 1.5 + 0.1j
for kx, ky in ((2.0, 0.3), (2.3, -0.1), (0.7, 1.1)):
    d = 1e-5
    slope = (response(kx, ky, d, z_test) - response(kx, ky, -d, z_test)) / (2 * d)
    direct = e2g_density(kx, ky, {"L": z_test, "s": -z_test, "p": 0.0}, 0.0)
    assert abs(slope - direct) < 1e-5 * abs(direct)

# ---- test: an isotropic Dirac cone has no G peak ---------------------------
q = 0.15 * np.exp(1j * ANGLES)
zero = np.zeros_like(q)
cone = []
for v in (-1j, 1.0):
    vert = {"L": v + zero, "s": v + zero, "p": -1 + zero,
            "Ls": zero, "Lp": zero, "sp": zero, "Lsp": zero}
    vert = {name: SPEED * o for name, o in vert.items()}
    cone.append(pair_amplitude(SPEED * np.conj(q), vert, W, DAMP))
cone = 0.5 * (cone[0] - cone[1])
assert abs(cone.mean()) < 1e-10 * np.abs(cone).max()

# ---- test: resonant weight created by trigonal warping ---------------------
def resonant_weight(transition):
    kx, ky, measure = contour([transition / 2])
    terms = bond_terms(kx, ky)
    phase = np.conj(sum(terms)) / np.abs(sum(terms))
    vx, vy = (np.imag(moment(terms, [i]) * phase) for i in (X, Y))
    coupling = 2 * np.real(moment(terms, [], [Y]) * phase)
    return np.sum(measure * 0.5 * (vy ** 2 - vx ** 2) * coupling) / 2


def weight_law(transition):
    return -3 * transition ** 2 / (16 * np.pi)


assert abs(resonant_weight(0.1) / weight_law(0.1) - 1) < 0.02

# ---- test: neutral graphene at low frequency, R -> -i*z/2 ------------------
ratio = []
for size in (0.2, 0.4):
    z = 1j * size
    ratio.append(zone_integral({"L": z, "s": -z, "p": 0.0}, 0.0, n=600)
                 / (-0.5j * z))
neutral_ratio = 2 * ratio[0] - ratio[1]
assert abs(neutral_ratio - 1) < 0.03

# ---- main doping curve -----------------------------------------------------
R = doping_curve(W, DAMP)
assert abs(zone_integral(W, DAMP, n=900) / R[0] - 1) < 5e-3
assert abs(zone_integral(W, DAMP, cut=0.5) / R[at(0.5)] - 1) < 0.01
intensity = np.abs(R) ** 2 / abs(R[0]) ** 2
middle = at(MEAN / 2)
above, below = R[middle], R[0] - R[middle]
cosine = np.real(below * np.conj(above)) / abs(below * above)
peak = int(np.argmax(intensity))
assert cosine < -0.5 and abs(R[0]) < abs(above)
assert SCATTERED <= 2 * FERMI[peak] <= LASER
assert intensity[peak] > 2 and intensity[-1] < 0.5 * intensity[peak]


def edge_log(edge):
    return weight_law(MEAN) / PHONON * (np.log(edge - SCATTERED - 1j * DAMP)
                                        - np.log(edge - LASER - 1j * DAMP))


# background linear in the edge drops out of this three-point contrast
contrast = R[middle] - 0.5 * (R[at(0.5)] + R[at(1.0)])
contrast_log = edge_log(MEAN) - 0.5 * (edge_log(1.0) + edge_log(2.0))
assert abs(contrast_log / contrast - 1) < 0.35  # leading term only

# ---- fixed against relaxed occupations, zero phonon energy -----------------
W0 = {"L": MEAN, "s": -MEAN, "p": 0.0}
fixed = doping_curve(W0, DAMP)[middle]
kx, ky, measure = contour([MEAN / 2])
terms = bond_terms(kx, ky)
phase = np.conj(sum(terms)) / np.abs(sum(terms))
gap = MEAN - 1j * DAMP
kernel = []
for i in (X, Y):
    kernel.append(np.imag(moment(terms, [i]) * phase) ** 2
                  * (1 / (MEAN - gap) + 1 / (-MEAN - gap))
                  - np.real(moment(terms, [i, i]) * phase))
edge_term = np.sum(measure * 0.5 * (kernel[1] - kernel[0])
                   * np.real(moment(terms, [], [Y]) * phase))
relaxed = fixed + edge_term
assert abs(relaxed) < 0.5 * abs(fixed)

# ---- static interband derivative -------------------------------------------
def static_density(kx, ky, d=1e-5):
    value = []
    for eta in (d, -d):
        terms = bond_terms(kx, ky, (0.0, eta))
        f = sum(terms)
        phase = np.conj(f) / np.abs(f)
        vx, vy = (np.imag(moment(terms, [i]) * phase) for i in (X, Y))
        value.append((vy ** 2 - vx ** 2) / (2 * np.abs(f)) ** 3)
    return (value[0] - value[1]) / (2 * d)


outer = 0.0
for kx, ky in zone_blocks(600):
    keep = np.abs(sum(bond_terms(kx, ky))) > FERMI[-1]
    outer += np.sum(static_density(kx[keep], ky[keep]))
outer *= 4 / (600 ** 2 * CELL)
panels = panel_sums(static_density(PX, PY))
static = {e: outer + panels[at(e):].sum() for e in (0.02, 0.3, 0.6, 0.75, 0.9)}
static_law = 11 / (16 * np.pi)
assert abs(0.02 * static[0.02] / static_law - 1) < 0.06
static_curve = outer + np.cumsum(panels[::-1])[::-1][1:]
assert np.all(np.diff(np.abs(static_curve)) < 0)


def show(label, value, unit=""):
    if isinstance(value, complex):
        text = f"{value.real:.3f} {value.imag:+.3f}i"
    else:
        text = f"{value:.4g}"
    print(f"{label}: {text} {unit}".rstrip())


show("hopping t", HOP, "eV")
show("laser photon energy", LASER, "eV")
show("phonon energy", PHONON, "eV")
show("scattered photon energy", SCATTERED, "eV")
show("mean photon energy", MEAN, "eV")
show("damping", DAMP, "eV")
show("largest relative error, Floquet test", floquet_error)
show("resonant weight N at mean energy, band model", resonant_weight(MEAN), "eV^2")
show("resonant weight N at mean energy, law", weight_law(MEAN), "eV^2")
show("neutral low-frequency R over -i*z/2", float(neutral_ratio.real))
show("R from pairs below mean energy", complex(below), "eV")
show("R from pairs above mean energy", complex(above), "eV")
show("R neutral, sum of both", complex(R[0]), "eV")
show("|R| below", abs(below), "eV")
show("|R| above", abs(above), "eV")
show("|R| neutral", abs(R[0]), "eV")
show("cosine of phase between below and above", cosine)
show("leading log estimate of R at 2E_F = mean", complex(edge_log(MEAN)), "eV")
show("three-point contrast, full", complex(contrast), "eV")
show("three-point contrast, log formula", complex(contrast_log), "eV")
for e in (0.0, 0.3, 0.5, 0.6, 0.7, 0.75, 0.8, 0.9, 1.0, 1.2):
    show(f"relative G intensity at E_F = {e:.2f} eV", intensity[at(e)])
show("2E_F at the intensity maximum", 2 * FERMI[peak], "eV")
show("relative intensity at the maximum", intensity[peak])
show("zero-phonon-energy R, fixed occupations", complex(fixed), "eV")
show("edge term from relaxing occupations", complex(edge_term), "eV")
show("zero-phonon-energy R, relaxed occupations", complex(relaxed), "eV")
show("|R| fixed", abs(fixed), "eV")
show("|R| relaxed", abs(relaxed), "eV")
for e, value in static.items():
    show(f"static interband derivative at E_F = {e:.2f} eV", value, "e^2/eV")
show("E_F times static derivative at 0.02 eV", 0.02 * static[0.02], "e^2")
show("low-doping law 11/(16 pi)", static_law, "e^2")
print("OK")
```

Running it gives:

```
hopping t: 3 eV
laser photon energy: 1.6 eV
phonon energy: 0.2 eV
scattered photon energy: 1.4 eV
mean photon energy: 1.5 eV
damping: 0.05 eV
largest relative error, Floquet test: 0.001911
resonant weight N at mean energy, band model: -0.1382 eV^2
resonant weight N at mean energy, law: -0.1343 eV^2
neutral low-frequency R over -i*z/2: 1.011
R from pairs below mean energy: 0.567 +1.197i eV
R from pairs above mean energy: -0.549 -1.950i eV
R neutral, sum of both: 0.018 -0.753i eV
|R| below: 1.325 eV
|R| above: 2.025 eV
|R| neutral: 0.7527 eV
cosine of phase between below and above: -0.986
leading log estimate of R at 2E_F = mean: 0.000 -1.487i eV
three-point contrast, full: -0.272 -1.514i eV
three-point contrast, log formula: 0.000 -1.459i eV
relative G intensity at E_F = 0.00 eV: 1
relative G intensity at E_F = 0.30 eV: 1.065
relative G intensity at E_F = 0.50 eV: 1.082
relative G intensity at E_F = 0.60 eV: 1.159
relative G intensity at E_F = 0.70 eV: 3.865
relative G intensity at E_F = 0.75 eV: 7.24
relative G intensity at E_F = 0.80 eV: 7.176
relative G intensity at E_F = 0.90 eV: 1.372
relative G intensity at E_F = 1.00 eV: 0.5129
relative G intensity at E_F = 1.20 eV: 0.09429
2E_F at the intensity maximum: 1.56 eV
relative intensity at the maximum: 8.037
zero-phonon-energy R, fixed occupations: -0.671 -3.186i eV
edge term from relaxing occupations: 0.169 +2.764i eV
zero-phonon-energy R, relaxed occupations: -0.502 -0.422i eV
|R| fixed: 3.256 eV
|R| relaxed: 0.6558 eV
static interband derivative at E_F = 0.02 eV: 10.94 e^2/eV
static interband derivative at E_F = 0.30 eV: 0.7253 e^2/eV
static interband derivative at E_F = 0.60 eV: 0.3573 e^2/eV
static interband derivative at E_F = 0.75 eV: 0.2827 e^2/eV
static interband derivative at E_F = 0.90 eV: 0.2323 e^2/eV
E_F times static derivative at 0.02 eV: 0.2188 e^2
low-doping law 11/(16 pi): 0.2188 e^2
OK
```
